# Vibrations of tetrahedral MX4: mode symmetries and the silent breathing stretch: verification in Python

```python
"""
Result under test: a tetrahedral molecule MX4 with four equal X masses has the
vibrations A1 + E + 2 T2.  Its A1 mode is the breathing stretch with M at rest,
  omega^2 = W''(r0) / (4 m_X) = (k + 3 k') / m_X   (atomic units),
independent of the metal mass m_M, and its infrared fundamental vanishes.
Symbols: W(r) energy with all four bonds of length r; r0 equilibrium length;
k stretch constant; k' coupling of two stretches; k_theta bend constant
(multiplying (r0 * change of angle)^2 / 2); m_X, m_M nuclear masses.
Lengths are in angstrom, energies in eV, masses in electron masses.
"""
import itertools
import numpy as np
from scipy import constants as const

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
EV_TO_CM = const.e / (const.h * const.c * 100)

R0, K, K_PAIR, K_THETA = 2.2, 16.0, 0.5, 1.0
M_X, M_X_HEAVY = 60000.0, 64000.0
METAL_MASSES = (100000.0, 200000.0, 400000.0)
Q0, Q1 = -0.3, -0.2          # charge on X (e) and its slope (e/angstrom)

directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = directions / np.sqrt(3)
sites = np.vstack([np.zeros(3), directions])
equilibrium = R0 * sites
breathing = sites.ravel() / 2          # unit vector in 15 dimensions
PAIRS = list(itertools.combinations(range(4), 2))
ANGLE0 = np.arccos(-1 / 3)

# ---- symmetry operations, found by searching signed axis permutations ----
rotations, permutations = [], []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        for row in range(3):
            R[row, order[row]] = signs[row]
        moved = sites @ R.T
        distance = np.linalg.norm(sites[:, None] - moved[None], axis=2)
        P = (distance < 1e-9).astype(float)
        if np.all(P.sum(axis=0) == 1):
            rotations.append(R)
            permutations.append(P)
assert len(rotations) == 24
operators = [np.kron(P, R) for P, R in zip(permutations, rotations)]
trace = np.array([np.trace(R) for R in rotations])
det = np.array([round(np.linalg.det(R)) for R in rotations])
axes = np.array([np.trace(abs(R)) for R in rotations])
irreps = {"A1": np.ones(24), "A2": det, "E": axes - 1,
          "T1": det * trace, "T2": trace}
table = np.array(list(irreps.values()), dtype=float)
assert np.allclose(table @ table.T / 24, np.eye(5))
identity = int(np.argmax(trace))
assert round(np.sum(table[:, identity] ** 2)) == 24


def reduce_character(character):
    """Number of times each irreducible representation occurs."""
    counts = table @ character / 24
    assert np.allclose(counts, np.round(counts), atol=1e-5)
    return {n: int(round(c)) for n, c in zip(irreps, counts) if round(c)}


def subspace_character(vectors):
    return np.array([np.trace(vectors.T @ D @ vectors) for D in operators])


def show(content):
    return " + ".join((str(c) if c > 1 else "") + n for n, c in content.items())


chi_all = np.array([np.trace(D) for D in operators])
chi_bonds = np.array([np.trace(P[1:, 1:]) for P in permutations])
content_all = reduce_character(chi_all)
content_vib = reduce_character(chi_all - irreps["T1"] - irreps["T2"])
content_bonds = reduce_character(chi_bonds)
assert content_all == {"A1": 1, "E": 1, "T1": 1, "T2": 3}
assert content_vib == {"A1": 1, "E": 1, "T2": 2}
assert content_bonds == {"A1": 1, "T2": 1}

print("class: operations, unmoved atoms, trace of R, character")
for name, d, t in (("E", 1, 3), ("C3", 1, 0), ("C2", 1, -1),
                   ("S4", -1, -1), ("sigma_d", -1, 1)):
    members = np.where((det == d) & (np.round(trace) == t))[0]
    g = members[0]
    assert np.allclose(chi_all[members], chi_all[g])
    print(f"  {name}: {len(members)}, {np.trace(permutations[g]):.0f}, "
          f"{trace[g]:.0f}, {chi_all[g]:.0f}")
print("all 15 displacements:", show(content_all))
print("nine vibrations:", show(content_vib))
print("four bond stretches:", show(content_bonds))

# ---- general invariant Hessian and dipole derivative from random matrices ----
rng = np.random.default_rng(7)
A = rng.normal(size=(15, 15))
A = A + A.T
B = rng.normal(size=(3, 15))
general_hessian = sum(D @ A @ D.T for D in operators) / 24
general_dipole = sum(R @ B @ D.T for R, D in zip(rotations, operators)) / 24
projected = general_hessian @ breathing
assert np.linalg.norm(A @ breathing - (breathing @ A @ breathing) * breathing) > 0.1
assert np.allclose(projected, (breathing @ projected) * breathing, atol=1e-12)
assert np.linalg.norm(general_dipole) > 1e-2
assert np.linalg.norm(general_dipole @ breathing) < 1e-12


# ---- model potential and dipole moment ----
def energy(x):
    bonds = x.reshape(5, 3)[1:] - x[:3]
    r = np.linalg.norm(bonds, axis=1)
    dr = r - R0
    value = 0.5 * K * np.sum(dr ** 2)
    for i, j in PAIRS:
        angle = np.arccos(bonds[i] @ bonds[j] / (r[i] * r[j]))
        value += K_PAIR * dr[i] * dr[j]
        value += 0.5 * K_THETA * (R0 * (angle - ANGLE0)) ** 2
    return value


def dipole(x):
    bonds = x.reshape(5, 3)[1:] - x[:3]
    charge = Q0 + Q1 * (np.linalg.norm(bonds, axis=1) - R0)
    return charge @ bonds


x0 = equilibrium.ravel()
h = 2e-4
steps = h * np.eye(15)
hessian = np.zeros((15, 15))
for i in range(15):
    for j in range(i + 1):
        a, b = steps[i], steps[j]
        hessian[i, j] = hessian[j, i] = (
            energy(x0 + a + b) - energy(x0 + a - b)
            - energy(x0 - a + b) + energy(x0 - a - b)) / (4 * h * h)


def normal_modes(masses):
    """Squared frequencies (atomic units) and mass-weighted eigenvectors."""
    root = np.sqrt(np.repeat(masses, 3))
    return np.linalg.eigh(hessian * BOHR ** 2 / HARTREE / np.outer(root, root))


def transition_dipole(masses, omega, vectors):
    """Length of the 0->1 dipole in e*angstrom, summed over partners."""
    total = 0.0
    for u in vectors.T:
        shift = BOHR * u / np.sqrt(np.repeat(masses, 3) * 2 * omega)
        eps = 1e-3
        slope = (dipole(x0 + eps * shift) - dipole(x0 - eps * shift)) / (2 * eps)
        total += slope @ slope
    return np.sqrt(total)


print(f"r0 = {R0} angstrom; m_X = {M_X:.0f} electron masses")
print(f"k = {K}, k' = {K_PAIR}, k_theta = {K_THETA} eV/angstrom^2")
print(f"X charge = {Q0} e, slope = {Q1} e/angstrom")

# ---- breathing curve and the predicted frequency ----
s = 1e-3
path = sites.ravel()
curvature = (energy(x0 + s * path) - 2 * energy(x0)
             + energy(x0 - s * path)) / s ** 2
assert abs(curvature - (4 * K + 12 * K_PAIR)) < 1e-6
predicted = HARTREE * np.sqrt((K + 3 * K_PAIR) * BOHR ** 2 / HARTREE / M_X)
print(f"W'' from breathing curve = {curvature:.4f} eV/angstrom^2")
print(f"W''/4 = {curvature / 4:.4f} eV/angstrom^2")
print(f"A1 energy from formula = {predicted:.6f} eV")
print(f"A1 wavenumber from formula = {predicted * EV_TO_CM:.1f} cm^-1")

# ---- all modes for three metal masses ----
results = {}
for m_metal in METAL_MASSES:
    masses = np.array([m_metal] + [M_X] * 4)
    w2, U = normal_modes(masses)
    assert np.max(abs(w2[:6])) < 1e-6 * w2[-1]
    assert reduce_character(subspace_character(U[:, :6])) == {"T1": 1, "T2": 1}
    groups = [[6]]
    for n in range(7, 15):
        if w2[n] - w2[n - 1] > 1e-4 * w2[n]:
            groups.append([])
        groups[-1].append(n)
    print(f"m_M = {m_metal:.0f} electron masses: mode, energy (eV), "
          "metal share, 0->1 dipole (e*angstrom)")
    levels = {"A1": [], "E": [], "T2": []}
    for group in groups:
        vectors = U[:, group]
        content = reduce_character(subspace_character(vectors))
        assert len(content) == 1 and sum(content.values()) == 1
        label = next(iter(content))
        omega = np.sqrt(np.mean(w2[group]))
        share = np.sum(vectors[:3] ** 2) / len(group)
        mu = transition_dipole(masses, omega, vectors)
        levels[label].append(omega * HARTREE)
        if label == "T2":
            assert share > 1e-4 and mu > 1e-4
        else:
            assert share < 1e-10 and mu < 1e-6
        if label == "A1":
            assert abs(abs(vectors[:, 0] @ breathing) - 1) < 1e-8
        print(f"  {label}: {omega * HARTREE:.6f}, {share:.4f}, {mu:.5f}")
    assert [len(levels[n]) for n in ("A1", "E", "T2")] == [1, 1, 2]
    assert abs(levels["A1"][0] / predicted - 1) < 1e-6
    results[m_metal] = levels
first, last = results[METAL_MASSES[0]], results[METAL_MASSES[-1]]
assert abs(first["E"][0] - last["E"][0]) < 1e-8
assert all(a - b > 1e-4 for a, b in zip(first["T2"], last["T2"]))

# ---- one bond changes the dipole, four equal changes cancel ----
one_bond = np.zeros(15)
one_bond[3:6] = directions[0]
single = np.linalg.norm(dipole(x0 + s * one_bond)
                        - dipole(x0 - s * one_bond)) / (2 * s)
stretched = np.linalg.norm(dipole(x0 + 0.1 * path))
assert single > 0.1 and stretched < 1e-12
print(f"dipole slope, one bond stretched = {single:.4f} e")
print(f"dipole, all bonds longer by 0.1 angstrom = {stretched:.6f} e*angstrom")

# ---- control: one heavier X removes the symmetry of the masses ----
print(f"control: one X of mass {M_X_HEAVY:.0f} electron masses")
control = []
for m_metal in METAL_MASSES[:2]:
    masses = np.array([m_metal, M_X_HEAVY, M_X, M_X, M_X])
    w2, U = normal_modes(masses)
    n = int(np.argmax(abs(breathing @ U)))
    omega = np.sqrt(w2[n])
    mu = transition_dipole(masses, omega, U[:, [n]])
    control.append(omega * HARTREE)
    assert mu > 1e-5
    print(f"  m_M = {m_metal:.0f}: breathing-like mode {omega * HARTREE:.6f} eV, "
          f"0->1 dipole {mu:.5f} e*angstrom")
assert abs(control[0] - control[1]) > 1e-6
print(f"  shift between the two metal masses = {control[1] - control[0]:.6f} eV")

print("tests ok")
```

Printed output:

```
class: operations, unmoved atoms, trace of R, character
  E: 1, 5, 3, 15
  C3: 8, 2, 0, 0
  C2: 3, 1, -1, -1
  S4: 6, 1, -1, -1
  sigma_d: 6, 3, 1, 3
all 15 displacements: A1 + E + T1 + 3T2
nine vibrations: A1 + E + 2T2
four bond stretches: A1 + T2
r0 = 2.2 angstrom; m_X = 60000 electron masses
k = 16.0, k' = 0.5, k_theta = 1.0 eV/angstrom^2
X charge = -0.3 e, slope = -0.2 e/angstrom
W'' from breathing curve = 70.0000 eV/angstrom^2
W''/4 = 17.5000 eV/angstrom^2
A1 energy from formula = 0.047143 eV
A1 wavenumber from formula = 380.2 cm^-1
m_M = 100000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  E: 0.019519, 0.0000, 0.00000
  T2: 0.021290, 0.2020, 0.05021
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.061241, 0.5038, 0.09000
m_M = 200000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  E: 0.019519, 0.0000, 0.00000
  T2: 0.019738, 0.2258, 0.05255
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.053137, 0.3197, 0.07672
m_M = 400000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  T2: 0.018326, 0.1945, 0.05362
  E: 0.019519, 0.0000, 0.00000
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.048805, 0.1805, 0.06765
dipole slope, one bond stretched = 0.7400 e
dipole, all bonds longer by 0.1 angstrom = 0.000000 e*angstrom
control: one X of mass 64000 electron masses
  m_M = 100000: breathing-like mode 0.046753 eV, 0->1 dipole 0.00205 e*angstrom
  m_M = 200000: breathing-like mode 0.046714 eV, 0->1 dipole 0.00446 e*angstrom
  shift between the two metal masses = -0.000039 eV
tests ok
```
